# Landau-Zener probability for a spin-changing surface reaction, derived in two ways, part 1

(Sections cited here and not found follow in the second part.)

## First half: the crossing, the contour derivation and the spin states

### What dimensions fix

A metal precursor with unpaired electrons may land on a growing surface in one spin state and bind in another. Each spin state has its own potential energy surface. Where the two surfaces cross, spin-orbit coupling can transfer the system from one to the other. The question is how probable the transfer is in one passage through the crossing.

Suppose that near the crossing the energy gap between the surfaces changes linearly in time, that the coupling is constant, and that the motion begins and ends far from the crossing. The problem then contains three quantities:

- the coupling energy \(\sigma\);
- the rate of change of the gap, \(v\,\Delta F\), where \(v\) is the speed through the crossing and \(\Delta F\) is the difference of the two slopes;
- Planck's constant \(\hbar\).

Their dimensions are energy, energy per time, and energy times time. The product \(\hbar v\,\Delta F\) is an energy squared, so the one independent dimensionless combination is

\[
\Lambda=\frac{\sigma^2}{\hbar v\,\Delta F}.
\]

The probability \(P\) of changing spin must therefore be a function of \(\Lambda\) alone. Halving the speed has the same effect as halving the slope difference, and either has the same effect as raising the coupling by \(\sqrt2\). The argument does not give the function. Two derivations below show that it is

\[
P=1-e^{-2\pi\Lambda}.
\]

The argument also shows what could spoil the result. If the forces change the speed appreciably during the passage, the kinetic energy enters as a separate quantity, a second dimensionless number can be formed, and \(P\) need not depend on \(\Lambda\) alone. Linear surfaces are thus not a sufficient condition: constant speed, constant coupling and distant end points are needed as well.

### The linear model

Take a quartet reactant (total spin 3/2) and a doublet product (total spin 1/2), with pure-spin energies \(E_Q\) and \(E_D\). These are the diabatic surfaces, on which spin-orbit coupling between the two states has been left out. In the space of nuclear positions \(\mathbf R\), the points with \(E_Q=E_D\) form the seam. Along a trajectory

\[
\frac{d}{dt}(E_Q-E_D)=\dot{\mathbf R}\cdot\nabla(E_Q-E_D).
\]

The gap is zero everywhere on the seam, so its gradient has no component along the seam. In mass-weighted coordinates the gradient is normal to the seam, and only the normal velocity changes the gap. Let \(x\) be the distance along this normal, converted to an ordinary length with an effective mass \(\mu\), and let \(x=0\) at the crossing. To first order in \(x\), with energies measured from the crossing,

\[
E_Q=F_Qx,\qquad E_D=F_Dx,\qquad \Delta F=F_Q-F_D>0 .
\]

For one coupled pair of spin states the amplitudes \(c_Q\) and \(c_D\) obey

\[
i\hbar\dot c_Q=E_Qc_Q+\sigma c_D,\qquad
i\hbar\dot c_D=E_Dc_D+\sigma c_Q .
\]

The coupling is taken real and positive, because its phase can be absorbed in the definition of one of the two states. The nuclei move at constant speed, \(x=vt\). The part of the energy common to both states gives only a common phase. To remove it, write

\[
c_Q=a\,e^{-i\theta},\qquad c_D=b\,e^{-i\theta},\qquad
\hbar\dot\theta=E_D .
\]

Differentiating the phase factor produces the term \(E_D\) in both equations. It cancels \(E_D\) in the second equation and leaves \(E_Q-E_D=\Delta F\,vt\) in the first. With

\[
\alpha=\frac{v\,\Delta F}{\hbar},\qquad g=\frac{\sigma}{\hbar},
\]

the equations become

\[
i\dot a=\alpha t\,a+g\,b,\qquad i\dot b=g\,a. \tag{1}
\]

The system starts as a quartet: \(b\to0\) as \(t\to-\infty\). Since the Hamiltonian is Hermitian, \(|a|^2+|b|^2\) is conserved, and

\[
P=1-\left|\frac{a(+\infty)}{a(-\infty)}\right|^2. \tag{2}
\]

A passage in the opposite direction has \(v<0\) and reverses the sign of \(\alpha\). Taking the complex conjugate of (1) and replacing \(b^*\) by \(-b^*\) gives the same equations with \(\alpha\to-\alpha\). Neither operation changes a probability, so \(P\) is the same in both directions if \(v\) denotes the speed.

### Solution by a contour integral

The time \(t\) enters (1) to the first power. In a Fourier representation it becomes a first derivative with respect to frequency, which leaves a first-order equation. Write

\[
a(t)=\int_\Gamma A(\omega)e^{-i\omega t}d\omega,\qquad
b(t)=\int_\Gamma B(\omega)e^{-i\omega t}d\omega,
\]

where the path \(\Gamma\) in the complex plane is still to be chosen. The time derivative \(i\,d/dt\) multiplies the integrand by \(\omega\), so the second equation of (1) holds if \(\omega B=gA\), that is \(B=gA/\omega\).

For the first equation, use \(t\,e^{-i\omega t}=i\,d(e^{-i\omega t})/d\omega\) and integrate by parts:

\[
\alpha t\,a=\alpha\int_\Gamma A\,i\frac{d}{d\omega}e^{-i\omega t}\,d\omega
=-i\alpha\int_\Gamma \frac{dA}{d\omega}e^{-i\omega t}d\omega .
\]

The boundary term vanishes if \(A\) decays at both ends of \(\Gamma\). The first equation then requires

\[
\omega A=-i\alpha\frac{dA}{d\omega}+\frac{g^2}{\omega}A
\quad\Rightarrow\quad
\frac1A\frac{dA}{d\omega}=\frac{i}{\alpha}\left(\omega-\frac{g^2}{\omega}\right).
\]

Integration gives, with a constant \(C\),

\[
A(\omega)=C\,e^{i\omega^2/2\alpha}\,\omega^{-ig^2/\alpha}. \tag{3}
\]

The path can now be fixed. On the ray \(\omega=s\,e^{i\pi/4}\) one has \(\omega^2=is^2\), and the exponential becomes \(e^{-s^2/2\alpha}\). It decays for \(s\to+\infty\) and for \(s\to-\infty\). Let \(\Gamma\) therefore run from infinity at lower left, in the direction \(e^{5i\pi/4}\), to infinity at upper right, in the direction \(e^{i\pi/4}\).

The power in (3) has a branch point at \(\omega=0\). Let \(\Gamma\) pass above it, and place the cut along the negative imaginary axis. The argument of \(\omega\) then runs from \(-\pi/2\) to \(3\pi/2\). It is 0 on the positive real axis and \(\pi\) on the negative real axis.

At large \(|t|\) the rapidly varying exponent can be written as a complete square:

\[
\frac{i\omega^2}{2\alpha}-i\omega t
=\frac{i}{2\alpha}(\omega-\alpha t)^2-\frac{i\alpha t^2}{2}.
\]

Its stationary point is \(\omega=\alpha t\). On the line \(\omega=\alpha t+s\,e^{i\pi/4}\) the square becomes \(-s^2/2\alpha\), so values \(|s|\lesssim\sqrt\alpha\) contribute. Over this range the power in (3) hardly varies when \(|t|\) is large, and it can be evaluated at \(\omega=\alpha t\). The remaining Gaussian integral is \(\sqrt{2\pi\alpha}\), which gives

\[
a(t)\to C\sqrt{2\pi\alpha}\;e^{i\pi/4}e^{-i\alpha t^2/2}(\alpha t)^{-ig^2/\alpha}. \tag{4}
\]

It remains to see whether \(\Gamma\) can be moved onto this line.

**Early times.** For \(t\to-\infty\) the line meets the imaginary axis at \(+i\alpha|t|\), above the branch point. The path can be shifted there without touching the cut, and (4) holds. The integrand of \(b\) has the extra factor \(g/\omega\approx g/(\alpha t)\), so \(b\to0\). Passing above the branch point is therefore the choice that starts the system in the quartet.

**Late times.** For \(t\to+\infty\) the line meets the imaginary axis at \(-i\alpha t\), below the branch point. Moving the path there leaves a loop around the cut. On the cut \(\omega=-iy\) with \(y>0\), and \(e^{-i\omega t}=e^{-yt}\), so a length of order \(1/t\) contributes. In \(a\) the rest of the integrand is bounded, the loop contributes an amount of order \(1/t\), and (4) again holds. In \(b\) the factor \(1/\omega\), of order \(t\), compensates the short length. The loop then leaves a finite amplitude, which is the doublet produced by the passage.

The ratio in (2) now follows from the moduli of the power in (4). At late times the argument of \(\alpha t\) is 0 and the modulus is 1. At early times the argument is \(\pi\), and

\[
\left|(\alpha t)^{-ig^2/\alpha}\right|
=\left|\exp\!\left[-\frac{ig^2}{\alpha}\left(\ln\alpha|t|+i\pi\right)\right]\right|
=e^{\pi g^2/\alpha}.
\]

Hence \(|a(\infty)/a(-\infty)|=e^{-\pi g^2/\alpha}\). Since \(g^2/\alpha=\sigma^2/(\hbar v\,\Delta F)=\Lambda\),

\[
P=1-\exp\!\left(-\frac{2\pi\sigma^2}{\hbar v\,\Delta F}\right). \tag{5}
\]

### The two limits

For \(\Lambda\ll1\), expansion of the exponential gives \(P\approx2\pi\Lambda\). The passage is fast or the coupling weak, and the system mostly keeps its spin. The probability is inversely proportional to the speed because a slower system spends longer near the crossing.

For \(\Lambda\gg1\), \(P\to1\). This limit is described by the adiabatic surfaces, which are the eigenvalues of the two-state Hamiltonian:

\[
E_\pm=\frac{E_Q+E_D}{2}\pm\sqrt{\left(\frac{\Delta F\,x}{2}\right)^2+\sigma^2}.
\]

They are separated by \(2\sigma\) at \(x=0\). A slow system stays on the lower surface, which has quartet character on one side and doublet character on the other. Changing spin and remaining on one adiabatic surface are the same event. For slopes \(\pm F\) the lower surface has its maximum at \(E_-=-\sigma\), below the crossing of the pure-spin surfaces.

### Several spin substates

A quartet has four substates and a doublet has two. Let a constant matrix \(V\), with \(n\) rows for the reactant and \(m\) columns for the product, couple the two sets, and let the substates within each set have equal energies. Any such matrix has a singular-value decomposition \(V=W\,S\,X^\dagger\). Here \(W\) and \(X\) are unitary, and \(S\) has the non-negative singular values \(\sigma_k\) on its diagonal and zeros elsewhere.

Use the columns of \(W\) as new reactant states and those of \(X\) as new product states. The pure-spin energies are unchanged, because within each set they are a number times the unit matrix. The coupling now joins the states in separate pairs, and (5) applies to each pair. An equal population of the original substates is also an equal population of the new ones, so the average probability is

\[
\bar P=\frac1n\sum_k\left[1-\exp\!\left(-\frac{2\pi\sigma_k^2}{\hbar v\,\Delta F}\right)\right]. \tag{6}
\]

For the quartet and doublet the singular values follow from symmetry. Spin-orbit coupling is a sum of products of an orbital vector and an electron spin. If neither state is orbitally degenerate, both spatial functions can be chosen real. The orbital vectors, like angular momentum, are imaginary operators, so their matrix elements are \(i\) times real vectors. By the Wigner-Eckart theorem, all spin vectors between a given quartet and doublet have the same matrix pattern. The whole coupling therefore reduces to \(i\lambda\,\mathbf n\cdot\mathbf T\), with a real number \(\lambda\), a real unit vector \(\mathbf n\) and one spin vector \(\mathbf T\).

Choose \(\mathbf n\) as the axis of spin quantisation. The component of \(\mathbf T\) along the axis conserves the projection \(M\), so the quartet states with \(M=\pm3/2\) have no partner. For the others, take three electrons, \(\mathbf T=\mathbf s_1-\mathbf s_2\), and a doublet in which electrons 1 and 2 form a singlet. Then

\[
(s_{1z}-s_{2z})\frac{\uparrow\downarrow-\downarrow\uparrow}{\sqrt2}\uparrow
=\frac{\uparrow\downarrow+\downarrow\uparrow}{\sqrt2}\uparrow .
\]

The quartet state with \(M=1/2\) is \((\uparrow\uparrow\downarrow+\uparrow\downarrow\uparrow+\downarrow\uparrow\uparrow)/\sqrt3\). Its overlap with the state above is \(2/\sqrt6=0.816\). Reversing all spins gives the same magnitude for \(M=-1/2\). There are thus two equal singular values. Call their common value, with \(\lambda\) included, \(\sigma\). Equation (6) becomes \(\bar P=P/2\): half of an unpolarised quartet population cannot change spin in this model.

## Second half: the series derivation, the comparison and the reaction rate

### Symbols and results carried over

The gap between quartet and doublet is \(\hbar\alpha t\), with \(\alpha=v\,\Delta F/\hbar\). The coupling of one pair of spin states is \(\sigma=\hbar g\). The amplitudes \(a\) (quartet) and \(b\) (doublet) obey

\[
i\dot a=\alpha t\,a+g\,b,\qquad i\dot b=g\,a,
\]

and the system starts in the quartet. A contour integral gave \(P=1-e^{-2\pi\Lambda}\), with \(\Lambda=g^2/\alpha=\sigma^2/(\hbar v\,\Delta F)\), for one passage. Two of the four quartet substates are coupled, both with strength \(\sigma\), so an unpolarised quartet changes spin with probability \(P/2\).

The contour integral has given the probability of changing spin in one passage, and symmetry has shown that half of an unpolarised quartet population can take part. What remains is to derive the same formula by a series, compare the assumptions of the two derivations, and obtain and test a reaction rate.
